# Hamming distance and min-entropy of a biased resistive-memory fingerprint

## Problem

A resistive memory can identify the chip it sits on. All cells are put into the same nominal state, each resistance is compared with a reference, and the resulting string of bits is the chip's fingerprint. It differs from chip to chip because the resistances scatter.

Each chip has \(n\) cells. Assume that all bits are independent, both within a chip and between chips, that every cell on every chip reads 1 with the same probability \(p=0.6\), and that repeated reads of a chip agree.

(a) Find the expected fraction of positions in which the fingerprints of two chips differ, and the standard deviation of that fraction.

(b) The min-entropy of a random string is \(H_{\min}=-\log_2 P_{\max}\), where \(P_{\max}\) is the probability of its likeliest value. Find the min-entropy per cell. Compare it with the Shannon entropy, and explain why the bias affects the distance and the min-entropy so differently.

(c) Suppose that only the mean distance found in (a) is known. The cells are still independent, but their biases may be unequal. Between what limits does the min-entropy per cell lie?

(d) An array of 256 filamentary-oxide cells in the high-resistance state has median resistance \(R_{\rm med}=100\ \mathrm{k\Omega}\). The quantity \(\ln R\) is normally distributed with standard deviation \(\sigma=0.5\). A cell reads 1 if \(R<R_{\rm ref}\), and the read voltage is 0.1 V. Which reference gives \(p=0.6\)? What are the distance and min-entropy of the whole fingerprint, and how many such cells supply 128 bits of min-entropy?

(e) For this array, estimate the effects of read noise, of a resistance shift common to one chip, of a resistance gradient repeated on every chip, and of heating from 300 K to 358 K.

## Solution

### (a) Distance between two chips

Write \(q=1-p\) for the probability of a zero. At a given position, two chips differ if the first reads 1 and the second 0, or the reverse. These events exclude each other. Because the chips are independent, each has probability \(pq\), so the probability of a difference is

\[
d=pq+qp=2p(1-p)=2(0.6)(0.4)=0.48 .
\]

Let \(D_i\) be 1 if position \(i\) differs and 0 otherwise. The Hamming distance is \(D=\sum_i D_i\), and each \(D_i\) has mean \(d\). Expectations add, so \(\langle D\rangle=nd\) and \(\langle D/n\rangle=d\). The expected fractional distance is therefore 0.48.

This mean does not require different cells of one chip to be independent; the spread does. Since \(D_i^2=D_i\), the variance of one term is \(\langle D_i^2\rangle-\langle D_i\rangle^2=d-d^2\). For independent positions variances add, giving \(nd(1-d)\) for \(D\). Division by \(n\) divides the standard deviation by \(n\):

\[
\sigma_{D/n}=\frac{\sqrt{nd(1-d)}}{n}=\sqrt{\frac{d(1-d)}{n}} .
\]

The count \(D\) is then binomial, with \(n\) trials of probability \(d\).

### (b) Min-entropy

A particular string with \(k\) ones has probability

\[
P_k=p^kq^{\,n-k}.
\]

Changing one of its zeros into a one multiplies this by \(p/q=1.5\), which exceeds 1. Any string that still contains a zero can thus be made more probable, and the likeliest string consists of ones throughout. Its probability is \(P_{\max}=p^n\), so

\[
H_{\min}=-\log_2 p^n=-n\log_2p,
\qquad
\frac{H_{\min}}{n}=-\log_2 0.6=0.737\ \text{bit}.
\]

For \(p<1/2\) the same argument selects the string of zeros. The general result is \(-\log_2\max(p,q)\) per cell.

The all-ones string is the best single guess for someone who knows \(p\) but has not read the chip. It is not a typical fingerprint, since a typical one has a fraction of ones near 0.6. There are very many strings of that kind, and together they carry most of the probability, but each of them is less likely than the all-ones string.

The Shannon entropy averages \(-\log_2P\) over all strings instead of taking its smallest value. For independent bits the logarithm of the product is a sum, so each cell contributes

\[
-p\log_2p-q\log_2q
=0.6(0.737)+0.4(1.322)=0.971\ \text{bit}.
\]

This exceeds the min-entropy because an average cannot be smaller than the smallest term. Security against one best guess is set by 0.737, not by 0.971.

To see the effect of the bias, put \(p=\tfrac12+b\) and \(q=\tfrac12-b\), with \(b\geq0\). Then

\[
d=2\left(\tfrac12+b\right)\left(\tfrac12-b\right)
=2\left(\tfrac14-b^2\right)=\tfrac12-2b^2,
\]

\[
\frac{H_{\min}}{n}=-\log_2\left[\tfrac12(1+2b)\right]
=1-\log_2(1+2b).
\]

For small \(b\), \(\log_2(1+2b)\approx 2b/\ln2\). The loss of min-entropy is first order in the bias, whereas the loss of distance is second order. Here \(b=0.1\): the distance falls by 0.02 from its unbiased value 0.5, while the min-entropy falls by 0.263 from its unbiased value of 1 bit.

Two limits confirm the behaviour. For fair cells, \(b=0\), the distance is one half and the min-entropy is one bit per cell. For nearly fixed cells, \(q\to0\), the distance is \(2q(1-q)\approx2q\) and the min-entropy is \(-\log_2(1-q)\approx q/\ln2\). Both vanish, as they must when all chips carry the same string.

### (c) What the mean distance alone can tell

Let cell \(i\) read 1 with probability \(p_i\), the same on every chip. The guesser is assumed to know all the \(p_i\). Part (a) applies to each cell with \(d_i=2p_i(1-p_i)\). Denote averages over cells by a bar. Since \(\overline{p_i^2}=\bar p^{\,2}+\mathrm{Var}(p_i)\),

\[
d=\overline{2p_i-2p_i^2}
=2\bar p(1-\bar p)-2\,\mathrm{Var}(p_i).
\]

A spread of biases thus lowers the distance if the mean bias is held fixed.

The likeliest string takes the likelier value in every cell. Its probability is a product, so the min-entropies of the cells add. To express one cell's contribution through its distance, let \(P_i=\max(p_i,1-p_i)\). Then \(d_i=2P_i(1-P_i)\), or \(P_i^2-P_i+d_i/2=0\). Because \(P_i\geq\tfrac12\), the larger root applies:

\[
P_i=\frac{1+s_i}{2},\qquad s_i=\sqrt{1-2d_i}.
\]

The cell's min-entropy is \(h(d_i)=-\log_2[(1+s_i)/2]\). Its slope follows from the chain rule. Dropping the index, \(dh/ds=-1/[(1+s)\ln2]\) and \(ds/dd=-1/s\), so

\[
\frac{dh}{dd}=\frac{1}{\ln2\;s(1+s)} .
\]

As \(d\) increases, \(s\) decreases and this slope increases. The function \(h\) is therefore convex on \(0\leq d\leq\tfrac12\). A convex function has two properties that are needed here. Its average is at least its value at the average argument, and its graph lies on or below the chord joining its end points. The end points are \(h(0)=0\) and \(h(\tfrac12)=1\), so the chord is \(2d\). Averaging over cells gives

\[
-\log_2\frac{1+\sqrt{1-2d}}{2}
\;\leq\;\frac{H_{\min}}{n}\;\leq\;2d .
\]

For \(d=0.48\), \(\sqrt{1-2d}=\sqrt{0.04}=0.2\). The lower limit is \(-\log_2 0.6=0.737\) bit per cell, and the upper limit is 0.96.

Both limits can be reached, the upper one exactly only if \(0.96n\) is a whole number. Equal biases of 0.6 give the lower one. For the upper one, let 96% of the cells be fair and 4% be stuck at the same known values on all chips. The distance is \(0.96(0.5)+0.04(0)=0.48\), and the min-entropy is \(0.96(1)+0.04(0)=0.96\) bit per cell.

A bias of equal strength in every cell, whether towards 1 or towards 0, is thus the worst case for this distance, provided the cells are independent. Part (e) shows that the lower limit fails without that condition.

### (d) The resistive array

Define the reduced variable \(x=\ln(R/R_{\rm med})/\sigma\), which is a standard normal variable. The cell reads 1 when \(x<z\), with \(z=\ln(R_{\rm ref}/R_{\rm med})/\sigma\). If \(\Phi\) denotes the standard normal cumulative distribution, the requirement is

\[
\Phi(z)=0.6,\qquad z=0.2533 .
\]

Solving the definition of \(z\) for the reference gives

\[
R_{\rm ref}=R_{\rm med}e^{\sigma z}
=(100\ \mathrm{k\Omega})\,e^{0.5(0.2533)}
=113.5\ \mathrm{k\Omega}.
\]

The corresponding current is \(0.1\ \mathrm V/113.5\ \mathrm{k\Omega}=0.881\ \mathrm{\mu A}\), against \(1\ \mathrm{\mu A}\) for the median cell. A reference resistance 13.5% above the median is thus enough to turn fair bits into bits with \(p=0.6\). At fixed \(p\), the tolerable relative error grows with \(\sigma\), because \(\ln(R_{\rm ref}/R_{\rm med})=\sigma z\).

For \(n=256\), the expected number of differing cells is \(256(0.48)=122.9\). Its standard deviation is \(\sqrt{256(0.48)(0.52)}=7.99\), or 0.031 as a fraction. A simulation of 2000 separate pairs of chips gave a mean fractional distance of 0.4803 and a standard deviation of 0.0308, in agreement with these values.

The difference between 0.48 and the ideal 0.50 is smaller than the standard deviation for one pair. A single comparison of two chips therefore cannot reliably reveal the bias. Counting the ones on a chip is more direct, since their expected fraction is 0.6 rather than 0.5.

The total min-entropy is

\[
H_{\min}=256(0.73697)=188.7\ \text{bit}.
\]

For 128 bits one needs \(n\geq128/0.73697=173.7\), hence 174 cells. Fair independent cells would need 128. These counts contain no allowance for error correction.

### (e) Effects left out of the ideal model

**Read noise.** Let the stored fingerprint be noise-free, and let a later reading add a normal error of standard deviation 0.05 to \(\ln R\). In the reduced variable this error is \(s_n\eta\), where \(s_n=0.05/0.5=0.1\) and \(\eta\) is standard normal. A cell at distance \(v\) from the reference flips if the error carries it across. The noise is small compared with the cell spread, so the density of cells near the reference is nearly constant, \(\varphi(z)=e^{-z^2/2}/\sqrt{2\pi}=0.386\). Then

\[
P_{\rm flip}\approx\varphi(z)\int_{-\infty}^{\infty}
P(s_n\eta>|v|)\,dv .
\]

The integral is twice that over positive \(v\), and \(\int_0^\infty P(s_n\eta>v)\,dv\) is the mean of the positive part of \(s_n\eta\). Twice this mean is \(s_n\langle|\eta|\rangle=s_n\sqrt{2/\pi}\). Therefore

\[
P_{\rm flip}\approx0.386(0.1)(0.798)=0.031 .
\]

Integration without the constant-density approximation gives 3.07%. This is far below the 48% between different chips, so the chip can still be recognised. On average, however, about 8 of the 256 bits are wrong in each later reading, so a key that must be reproduced without error would need error correction. If the stored fingerprint is itself a single noisy reading, the two errors combine and about 11 of the 256 bits differ.

**A shift common to one chip.** Suppose that part of the scatter in \(\ln R\), with standard deviation 0.05, is shared by all cells of a chip but independent from chip to chip. Keep the total standard deviation at 0.5. The shared fraction of the variance is \(r=(0.05/0.5)^2=0.01\), and

\[
x=\sqrt{1-r}\,g+\sqrt r\,c ,
\]

where \(g\) is a standard normal variable for each cell and \(c\) is one for each chip. At fixed \(c\), the condition \(x<z\) gives the probability of a one:

\[
P(c)=\Phi\!\left(\frac{z-\sqrt r\,c}{\sqrt{1-r}}\right).
\]

Averaged over chips, \(x\) is still standard normal, so \(\langle P(c)\rangle=p\). Two chips have independent values of \(c\), and the mean distance remains \(2pq=0.48\).

The probability of the all-ones string, however, becomes \(\langle P(c)^n\rangle\). The power \(P^n\) is a convex function of \(P\), so this average is at least \(\langle P(c)\rangle^n=p^n\). The min-entropy cannot rise, and it may fall strongly. Numerical integration gives 104 bits for the 256 cells, or 0.41 bit per cell, instead of 188.7 bits. The all-ones string remained the likeliest when strings with every possible number of ones were compared.

The value of 104 bits must be read with care. The integrand is \(\varphi(c)P(c)^n\). Put \(c=-t\), so that positive \(t\) means a chip of low resistance, and let \(u=(z+\sqrt r\,t)/\sqrt{1-r}\). The logarithm of the integrand has the slope

\[
-t+n\sqrt{\frac{r}{1-r}}\;\frac{\varphi(u)}{\Phi(u)} .
\]

At \(t=2\), \(u=0.456\), \(\varphi(u)=0.360\) and \(\Phi(u)=0.676\), so the slope is \(-2+25.7(0.532)\approx12\). The integrand is still rising steeply there. The slope vanishes only near \(t=7.4\), where \(u=0.998\), \(\varphi(u)/\Phi(u)=0.288\) and \(25.7(0.288)=7.4\). The result is therefore governed by chips about seven standard deviations from the mean, and it relies on the normal distribution holding that far into the tail. If the shift is limited to three standard deviations either way, the same integral gives 137 bits instead of 104.

A less extreme statement concerns a chip known to lie two standard deviations low in resistance. Its bits have \(p=0.676\), and its min-entropy is 0.57 bit per cell.

The distance does respond if both chips share the same shift. At fixed \(c\) it is \(2P(c)[1-P(c)]\), whose average is \(2pq-2\,\mathrm{Var}[P(c)]\) by the algebra of part (c). In a simulation with the larger value \(r=0.3\), the mean distance was 0.479 for independent shifts, consistent with 0.48 within the sampling error, and 0.388 for shared shifts.

**A gradient repeated on every chip.** Let the median of \(\ln R\) vary linearly across the array from \(-0.1\) to \(+0.1\) about its central value. The distance falls slightly, to 0.476, while the min-entropy rises slightly, to 0.743 bit per cell. The rise has a simple origin. All cells keep \(p_i>\tfrac12\), so each contributes \(-\log_2\Phi(z_i)\). The slope of \(\ln\Phi(z)\) is \(\varphi(z)/\Phi(z)\), which decreases for positive \(z\) because \(\varphi\) falls and \(\Phi\) grows. Hence \(-\log_2\Phi\) is convex over the range used, and a symmetric spread of \(z_i\) raises its average. The loss from the more biased cells is outweighed by the gain from the fairer ones. The rise is special to a gradient small enough that no cell crosses \(p_i=\tfrac12\). With the same reference and a gradient of \(\pm0.2\), the min-entropy falls to 0.728 bit per cell. With a fair reference, the gradient of \(\pm0.1\) lowers it from 1 to 0.89 bit per cell.

**Heating with a fixed reference.** Let every resistance follow \(R\propto e^{E_a/k_BT}\), with \(E_a=0.05\) eV. Between 300 K and 358 K,

\[
\Delta\ln R=\frac{E_a}{k_B}\left(\frac1{358\ \mathrm K}-\frac1{300\ \mathrm K}\right)=-0.313 .
\]

The median falls to 73.1 kΩ. With \(R_{\rm ref}\) unchanged, the reduced reference level rises to \(0.2533+0.3133/0.5=0.880\), and \(p\) becomes \(\Phi(0.880)=0.811\). All resistances fall, so bits can change from 0 to 1 but not back. The flipped fraction is \(0.811-0.600=0.211\).

Two chips both read hot differ in \(2(0.811)(0.189)=0.307\) of their positions, and the min-entropy of a fingerprint taken hot is \(-\log_2 0.8106=0.303\) bit per cell. A fingerprint recorded at 300 K keeps its original min-entropy, but a hot reading reproduces it poorly. If the reference resistance changes by the same factor as the cells, \(R/R_{\rm ref}\) is unchanged and this effect cancels. Differences in activation energy between cells would leave a remainder.

**Relation to real arrays.** The resistance, spread, noise and activation energy are round numbers chosen for illustration, not data for a particular device. Real arrays can depart from the ideal assumptions in each of the ways treated here. The model also requires that the cells are not rewritten after the fingerprint is recorded. In a filamentary oxide each reset changes the filament and redraws part of the resistance. If the resistances were redrawn completely and independently, 48% of the bits would change, as many as between two different chips. Even without rewriting, and for the chosen values, heating with a fixed reference flips 21% of the bits, against 3% for read noise. A chip-wide shift does not show in the mean distance, which stays at 0.48, although it can reduce the calculated min-entropy from 189 bits to 104, or to 137 if the shift never exceeds three standard deviations. It does show in the fraction of ones, which then scatters from chip to chip with a standard deviation of 0.049 instead of 0.031. A measured distance near one half therefore does not by itself establish the min-entropy; the bias and the correlations within a chip must be measured too.

## Calculated quantities

```
probability of a one p: 0.60
expected fractional distance: 0.4800
min-entropy: 0.7370 bit per cell
Shannon entropy: 0.9710 bit per cell
entropy bounds at this distance: 0.7370 to 0.9600 bit/cell
96% fair + 4% stuck: distance 0.4800, min-entropy 0.9600 bit/cell
cells per chip: 256
median resistance: 100.0 kohm; spread of ln R: 0.50
read voltage: 0.10 V
reduced reference level z_ref: 0.2533
reference resistance: 113.50 kohm
reference error above median: 13.50 %
reference current: 0.8810 uA; at median R: 1.0000 uA
expected differing cells: 122.88
standard deviation of differing cells: 7.99
standard deviation of fractional distance: 0.0312
simulated mean distance: 0.4803 (2000 pairs)
simulated standard deviation: 0.0308
total min-entropy: 188.66 bit
cells needed for 128 bit: 174
read noise in ln R: 0.05; flipped bits: 3.07 %
chip-wide shift spread in ln R: 0.05
share of variance common to a chip: 0.0100
total min-entropy with chip-wide shift: 104.0 bit
the same per cell: 0.406 bit
chip known to be 2 sd low in R: p 0.6757, min-entropy 0.5656 bit/cell
stress test, common variance share: 0.30
  distance, shift independent per chip: 0.4789
  distance, shift shared by both chips: 0.3877
gradient of ln R: +/-0.10; distance 0.4763, min-entropy 0.7426 bit/cell
activation energy: 0.050 eV; 300 K to 358 K
shift of ln R on heating: -0.3133
hot median resistance: 73.10 kohm
hot probability of a one: 0.8106
bits flipped by heating: 21.06 %
hot distance: 0.3071; hot min-entropy: 0.3030 bit/cell
```
